\section*{The PAW strength and the part frozen by the ultrasoft scheme, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: differentiating the PAW energy}

A carbon atom in the configuration $2s^22p^2$ loses one $2p$ electron. An ultrasoft calculation whose augmentation charges are strongly softened, to one smooth shape over the whole sphere, then places the $2p$ level of the ion 1.94 mHa above the frozen-core all-electron level. A projector augmented-wave (PAW) calculation with the same partial waves, projectors and augmentation charges misses that level by 0.014 mHa. If the augmentation charges are not softened and the full core density is used in the smooth part of the calculation, both schemes miss it by 0.017 mHa. (Errors of this small size mainly reflect how the frozen-core reference is defined, as noted at the end.) The difference must therefore lie in a quantity that the ultrasoft scheme holds fixed, and that quantity must stop varying when the augmentation is exact and the full core density is used. It is one part of the matrix $D_{ij}$ that multiplies the projectors.

\subsection*{Model and notation}

Hartree atomic units are used and the orbitals are real. The derivation is written for one atom with a frozen core, non-relativistically, in the spin-unpolarised local density approximation (LDA). The exchange-correlation energy is $\int e_{xc}(n)\,d^3r$, with $e_{xc}$ an energy per volume and $v_{xc}=de_{xc}/dn$.

Inside a sphere $\Omega$ of radius $R$ there are all-electron partial waves $\phi_i$ and smooth partners $\tilde\phi_i$. They join at $R$ in value and slope and are taken as equal outside. Projectors $\tilde p_i$, confined to $\Omega$, satisfy $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. A smooth orbital $\tilde\psi_n$ stands for the all-electron orbital
\begin{equation}
\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)c_{ni},\qquad
c_{ni}=\langle\tilde p_i|\tilde\psi_n\rangle .
\label{eq:map}
\end{equation}
With occupations $f_n$, define
\begin{equation}
\tilde n=\sum_n f_n\tilde\psi_n^2,\qquad
\rho_{ij}=\sum_n f_nc_{ni}c_{nj}.
\end{equation}

The augmentation densities $Q_{ij}=Q_{ji}$ are confined to $\Omega$. It is convenient to name two pair densities,
\begin{equation}
P_{ij}=\phi_i\phi_j,\qquad
\tilde P_{ij}=\tilde\phi_i\tilde\phi_j+Q_{ij}.
\end{equation}
The $Q_{ij}$ are chosen so that these have equal multipoles in the sphere:
\begin{equation}
\int_\Omega r^LY_{LM}\,(P_{ij}-\tilde P_{ij})\,d^3r=0
\quad\text{for all }L,M .
\label{eq:multipole}
\end{equation}
The case $L=0$ says that the charge of $Q_{ij}$ is
\begin{equation}
q_{ij}=\int_\Omega(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3r .
\end{equation}
The one-centre densities and the compensation density are
\begin{equation}
n^1=\sum_{ij}\rho_{ij}P_{ij},\quad
\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j,\quad
\hat n=\sum_{ij}\rho_{ij}Q_{ij},
\end{equation}
so that $\tilde n^1+\hat n=\sum_{ij}\rho_{ij}\tilde P_{ij}$.

The ionic potential $v_I$ is that of the nucleus and the core density $n_c$. Smooth versions $\tilde v_I$ and $\tilde n_c$ equal $v_I$ and $n_c$ outside $\Omega$.

\subsection*{Why the energy has three parts}

Suppose first that the partial waves are complete enough for $\tilde\psi_n=\sum_i\tilde\phi_ic_{ni}$ to hold inside $\Omega$. Equation \eqref{eq:map} then gives $\psi_n=\sum_i\phi_ic_{ni}$ there, and $\psi_n=\tilde\psi_n$ outside. Take the kinetic energy in gradient form, $\frac12\int|\nabla\psi|^2$. It is an integral over space, so its part in $\Omega$ can be exchanged:
\begin{equation}
\sum_nf_n\tfrac12\!\int|\nabla\psi_n|^2
=\sum_nf_n\tfrac12\!\int|\nabla\tilde\psi_n|^2
+\sum_{ij}\rho_{ij}(T_{ij}-\tilde T_{ij}),
\end{equation}
where
\begin{equation}
T_{ij}=\tfrac12\int_\Omega\nabla\phi_i\cdot\nabla\phi_j\,d^3r,\qquad
\tilde T_{ij}=\tfrac12\int_\Omega\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j\,d^3r .
\end{equation}
The LDA energy and the ionic energy are exchanged in the same way. In $\Omega$ the smooth integrand is that of $\tilde n^1+\hat n$, and it is replaced by that of $n^1$.

The Hartree energy is not an integral of a local quantity and needs an argument. Write $(a|b)=\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|$, and put $s=\tilde n+\hat n$, $a=\tilde n^1+\hat n$ and $\Delta=n^1-a$. The valence density is $n=s+\Delta$, hence
\begin{align}
\tfrac12(n|n)-\tfrac12(s|s)&=(s|\Delta)+\tfrac12(\Delta|\Delta),\\
\tfrac12(n^1|n^1)-\tfrac12(a|a)&=(a|\Delta)+\tfrac12(\Delta|\Delta).
\end{align}
The two right-hand sides differ by $(s-a|\Delta)$. Inside $\Omega$ the densities $s$ and $a$ agree, so $s-a$ is charge outside the sphere. Its potential inside is a regular solution of Laplace's equation, a sum of terms $r^LY_{LM}$. By \eqref{eq:multipole}, $\Delta$ has no multipole that could couple to such a term, and the difference vanishes. The sphere correction can thus be computed from charge in the sphere alone. This is what the compensation charge achieves.

All potential terms have one form. For a region $A$ define
\begin{equation}
W_A[\sigma;v,m]=\frac12\iint_{A}\frac{\sigma(\mathbf r)\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}
+\int_Av\sigma+\int_Ae_{xc}(\sigma+m).
\end{equation}
The energy, with the constant core energy omitted, is
\begin{equation}
E=\tilde E+E^1-\tilde E^1,
\label{eq:E}
\end{equation}
\begin{align}
\tilde E&=\sum_nf_n\tfrac12\!\int|\nabla\tilde\psi_n|^2+W[\tilde n+\hat n;\tilde v_I,\tilde n_c],\\
E^1&=\sum_{ij}\rho_{ij}T_{ij}+W_\Omega[n^1;v_I,n_c],\\
\tilde E^1&=\sum_{ij}\rho_{ij}\tilde T_{ij}+W_\Omega[\tilde n^1+\hat n;\tilde v_I,\tilde n_c],
\end{align}
where $W$ without a subscript refers to all space. With an incomplete set of partial waves, \eqref{eq:E} is an approximation to the all-electron energy, and it is the PAW functional used here. It keeps $\hat n$ inside the smooth exchange-correlation terms; some PAW formulations leave it out there, and the exchange-correlation statements below refer to the form written here. The differentiation below needs only the functional, not completeness.

For several atoms, $E^1-\tilde E^1$ becomes a sum over atoms. The argument carries over if the spheres do not overlap and each core lies in its own sphere, since the other atoms then also produce harmonic potentials inside $\Omega$.

\subsection*{The derivative}

Define $D_{ij}=\partial E/\partial\rho_{ij}$ at fixed smooth orbitals in $\tilde n$ and in the smooth kinetic energy, with $\rho_{ij}$ and $\rho_{ji}$ treated as independent. This convention avoids a factor of two in the off-diagonal elements.

A change $\delta\sigma$ changes the Hartree term by $\frac12(\delta\sigma|\sigma)+\frac12(\sigma|\delta\sigma)=(\sigma|\delta\sigma)$, so the factor $\frac12$ disappears. Therefore
\begin{equation}
\frac{\delta W_A}{\delta\sigma(\mathbf r)}
=\int_A\frac{\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'+v(\mathbf r)+v_{xc}(\sigma+m).
\end{equation}
Call this derivative $\tilde v$ for the smooth density $\tilde n+\hat n$ in all space, $v^1$ for $n^1$ in the sphere, and $\tilde v^1$ for $\tilde n^1+\hat n$ in the sphere. The chain rule gives one term for each energy.

In $\tilde E$, only $\hat n$ depends on $\rho$ at fixed orbitals, and $\partial\hat n/\partial\rho_{ij}=Q_{ij}$. In $E^1$, the density derivative is $P_{ij}$. In $\tilde E^1$, both $\tilde n^1$ and $\hat n$ vary, and the derivative of their sum is $\tilde P_{ij}$. Hence
\begin{equation}
\boxed{D_{ij}=\hat D_{ij}+D^1_{ij}-\tilde D^1_{ij}}
\label{eq:D}
\end{equation}
\begin{align}
\hat D_{ij}&=\int\tilde v\,Q_{ij}\,d^3r,\label{eq:Dhat}\\
D^1_{ij}&=T_{ij}+\int_\Omega v^1\phi_i\phi_j\,d^3r,\label{eq:D1}\\
\tilde D^1_{ij}&=\tilde T_{ij}+\int_\Omega\tilde v^1(\tilde\phi_i\tilde\phi_j+Q_{ij})\,d^3r.\label{eq:D1s}
\end{align}
The compensation charge enters twice with opposite signs: in the grid term with the potential of the whole system, and in the pseudo term with the potential of the sphere alone.

To see that this $D_{ij}$ multiplies the projectors, vary $\tilde\psi_n$. The smooth kinetic energy and $\tilde n$ contribute $2f_n(-\frac12\nabla^2+\tilde v)\tilde\psi_n$. The dependence through $\rho$ contributes
\begin{equation}
\sum_{ij}D_{ij}f_n(\tilde p_ic_{nj}+c_{ni}\tilde p_j)
=2f_n\sum_{ij}\tilde p_iD_{ij}c_{nj},
\end{equation}
because $D_{ij}$ is symmetric. The PAW norm is $\langle\tilde\psi_n|\tilde\psi_n\rangle+\sum_{ij}c_{ni}q_{ij}c_{nj}$. Holding it at one with a multiplier $\epsilon_n$ gives
\begin{equation}
\Big(-\tfrac12\nabla^2+\tilde v+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|\Big)\tilde\psi_n
=\epsilon_n\Big(1+\sum_{ij}|\tilde p_i\rangle q_{ij}\langle\tilde p_j|\Big)\tilde\psi_n .
\label{eq:eig}
\end{equation}

\subsection*{What linearisation freezes}

The one-centre correction $F(\rho)=E^1-\tilde E^1$ depends on the orbitals through $\rho$ alone. Let $\rho^0$ be the occupancies of a reference atom. To first order,
\begin{equation}
F(\rho)\simeq F(\rho^0)+\sum_{ij}D^0_{ij}(\rho_{ij}-\rho^0_{ij}),\qquad
D^0_{ij}=\big(D^1_{ij}-\tilde D^1_{ij}\big)_{\rho=\rho^0}.
\label{eq:lin}
\end{equation}
Replacing $F$ in \eqref{eq:E} by this expression gives the ultrasoft energy. The grid energy is untouched, so the strength becomes
\begin{equation}
D^{US}_{ij}=D^0_{ij}+\int\tilde v\,Q_{ij}\,d^3r .
\label{eq:DUS}
\end{equation}
The grid term still follows the self-consistent potential. The frozen part is the difference of the two one-centre terms, not the whole of $D_{ij}$.

If all $Q_{ij}$ can be set to zero, which by \eqref{eq:multipole} requires $\phi_i\phi_j$ and $\tilde\phi_i\tilde\phi_j$ to have equal multipoles, then $\hat D_{ij}=0$ and the ultrasoft strength is a constant matrix. In the spherical model used below, where only $L=0$ occurs, the condition is $q_{ij}=0$, which is norm conservation. In general, norm conservation does not make the higher multipoles equal.

\subsection*{The terms for carbon}

The numbers come from a spherically averaged LDA atom with a frozen $1s$ core and Perdew--Wang correlation. The radial equations were solved with piecewise polynomials on elements reaching from the nucleus to 20 bohr. In this model pair densities are replaced by their spherical means, so only $L=0$ occurs. The sphere radius is 1.3 bohr. Each of the $s$ and $p$ channels has two partial waves, one at the bound level ($-0.5008$ Ha for $2s$, $-0.1991$ Ha for $2p$) and one at 0.5 Ha. Inside $R$ the smooth radial functions are polynomials matched through the third derivative.

In the softened augmentation, all $Q_{ij}$ share one normalised shape $g$, proportional to $(1-r^2/R^2)^2$, so $Q_{ij}=q_{ij}g$. The smooth core density is a polynomial inside 0.6 bohr, called a partial core below. The smooth ionic potential is an even polynomial inside $R$, matched to $v_I$ through the second derivative. For the bound waves, in Ha,
\begin{align}
D^s_{11}&=0.1532+(-0.7425)-(-0.9543)=0.3650,\\
D^p_{11}&=-0.1488+(-0.5586)-(-0.4874)=-0.2201,
\end{align}
in the order of \eqref{eq:D}, with the totals rounded from unrounded terms. The kinetic parts of the two one-centre terms are evaluated here in the radial form $\frac12\int_0^R[u_i'u_j'+l(l+1)u_iu_j/r^2]\,dr$, with $u$ equal to $r$ times the radial function. This form exceeds the gradient form $T_{ij}$ by $u_i(R)u_j(R)/2R$, and $\tilde T_{ij}$ by the same amount, so the totals are unaffected. In the gradient form the two terms are $-0.9953$ and $-1.2072$ Ha for $s$, and $-0.7488$ and $-0.6775$ Ha for $p$. The sign of the grid term follows from the augmentation charge, since $\hat D_{ij}=q_{ij}\int\tilde vg$. Here $q^s_{11}=-0.0605$ and $q^p_{11}=0.0588$, and both channels give the same averaged potential,
\begin{equation}
\frac{0.1532}{-0.0605}\simeq\frac{-0.1488}{0.0588}\simeq-2.53\ \text{Ha}.
\end{equation}
The negative $q^s_{11}$ means that the smooth $2s$ wave holds more charge in the sphere than the all-electron wave. The frozen parts are what remains without the grid term, $D^{0,s}_{11}=0.2119$ Ha and $D^{0,p}_{11}=-0.0712$ Ha.

\section{Second derivation: reproducing the reference waves}

This half uses the following symbols. Inside a sphere $\Omega$ of radius $R$, the all-electron partial waves $\phi_i$ have smooth partners $\tilde\phi_i$ and gradient kinetic matrices $T_{ij}$ and $\tilde T_{ij}$. The augmentation density $Q_{ij}$ has charge $q_{ij}=\int_\Omega(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)$. The pair densities $P_{ij}=\phi_i\phi_j$ and $\tilde P_{ij}=\tilde\phi_i\tilde\phi_j+Q_{ij}$ have equal multipoles. The occupancies are $\rho_{ij}$, with reference values $\rho^0_{ij}$. The smooth potential of the whole system is $\tilde v$; $v^1$ and $\tilde v^1$ are the potentials made with valence charge in the sphere alone. The ionic potential and core density are $v_I$ and $n_c$, with smooth versions $\tilde v_I$ and $\tilde n_c$. The first derivation gave $D_{ij}=\int\tilde vQ_{ij}+D^1_{ij}-\tilde D^1_{ij}$, with
\begin{equation}
D^1_{ij}=T_{ij}+\int_\Omega v^1P_{ij},\qquad
\tilde D^1_{ij}=\tilde T_{ij}+\int_\Omega\tilde v^1\tilde P_{ij},
\label{eq:recap}
\end{equation}
and identified the frozen matrix $D^0_{ij}$ as $D^1_{ij}-\tilde D^1_{ij}$ at $\rho^0$. The second derivation uses no total energy. It asks which strength makes the smooth equation reproduce given all-electron waves.

Differentiating the PAW energy has given the projector strength $D_{ij}$ and shown that the ultrasoft scheme freezes only the one-centre difference $D^1_{ij}-\tilde D^1_{ij}$ at its reference value. It remains to obtain the same frozen matrix from the wave equation, and to trace the ultrasoft error for the carbon ion to the response that freezing discards.
